# Shockley-Read-Hall Lifetime and Its Low- and High-Injection Limits

## A trap that only captures

Consider a p-type semiconductor with $N_t$ identical traps per unit volume. Each trap is either empty or holds one electron. Suppose, for the moment, that a trap never returns a carrier to the band it came from. An empty trap captures an electron at the rate $c_n n$, and a filled trap captures a hole at the rate $c_p p$. Here $n$ and $p$ are the electron and hole densities, and $c_n$ and $c_p$ are capture coefficients in cm³/s.

One recombination event needs both captures, one after the other. The mean time for a full cycle is the sum of the two mean waits, so the recombination rate per unit volume is

$$U=\frac{N_t}{\dfrac{1}{c_n n}+\dfrac{1}{c_p p}}=\frac{np}{\tau_{p0}\,n+\tau_{n0}\,p},\qquad \tau_{n0}=\frac{1}{c_nN_t},\quad \tau_{p0}=\frac{1}{c_pN_t}. \tag{1}$$

The second form follows on multiplying numerator and denominator by $np/N_t$. Let light create equal excess densities $\Delta n$ of electrons and holes, and neglect the few electrons present in the dark. Then $n=\Delta n$, $p=p_0+\Delta n$, and the lifetime $\tau=\Delta n/U$ is

$$\tau=\frac{\tau_{p0}\Delta n+\tau_{n0}(p_0+\Delta n)}{p_0+\Delta n}=\tau_{n0}+\tau_{p0}\frac{\Delta n}{p_0+\Delta n}. \tag{2}$$

At weak excitation holes are plentiful, a filled trap is emptied at once, and the wait for an electron sets the lifetime $\tau_{n0}$. At strong excitation both carriers are equally abundant, both waits count, and the lifetime is $\tau_{n0}+\tau_{p0}$. What is missing is emission, without which there could be no thermal equilibrium. It leaves the second limit intact but can change the first considerably.

## Emission from detailed balance

Let $f$ be the fraction of traps that hold an electron. With emission rates $e_n$ (electron to the conduction band) and $e_p$ (hole to the valence band), the net capture rates are

$$R_n=N_t[c_n n(1-f)-e_n f],\qquad R_p=N_t[c_p p f-e_p(1-f)]. \tag{3}$$

Hole emission means that an empty trap takes an electron from the valence band, hence the factor $1-f$.

In equilibrium each process is balanced by its own reverse, so $R_n=0$ and $R_p=0$ separately. The dark occupancy is $f_0=1/[1+e^{(E_t-E_F)/kT}]$, where $E_F$ is the Fermi level and $E_t$ the effective trap level. If the filled trap has $g$ times as many states as the empty one, then $E_t$ is the trap energy minus $kT\ln g$. It follows that

$$\frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT}. \tag{4}$$

For non-degenerate bands $n_0=N_ce^{-(E_c-E_F)/kT}$ and $p_0=N_ve^{-(E_F-E_v)/kT}$, where $N_c$ and $N_v$ are the effective densities of states. Setting $R_n=0$ and $R_p=0$ in (3) and using (4),

$$e_n=c_nn_0\frac{1-f_0}{f_0}=c_nn_1,\qquad n_1=N_ce^{-(E_c-E_t)/kT}, \tag{5}$$

$$e_p=c_pp_0\frac{f_0}{1-f_0}=c_pp_1,\qquad p_1=N_ve^{-(E_t-E_v)/kT}. \tag{6}$$

The Fermi level has cancelled. The densities $n_1$ and $p_1$ are those the bands would hold if the Fermi level lay at $E_t$, and their product is

$$n_1p_1=N_cN_ve^{-(E_c-E_v)/kT}=n_0p_0=n_i^2. \tag{7}$$

We now assume that (5) and (6) also hold under illumination. This requires that the carriers in each band stay at the lattice temperature, that the trap relaxes between events, and that the bands stay nearly empty, so that an emitted carrier finds a free state. The last condition fails in degenerate material. With the Fermi level $3kT$ inside the conduction band, integration over the density of states gives a ratio $e_n/c_n$ of only 0.223 times $n_1$.

## The steady rate

In a steady state the occupancy is constant, so electrons and holes enter the traps at equal net rates, $R_n=R_p=U$. Neither rate need vanish. With (3), (5) and (6),

$$c_nn(1-f)-c_nn_1f=c_ppf-c_pp_1(1-f). \tag{8}$$

Collecting the terms in $f$ on one side gives

$$f=\frac{c_nn+c_pp_1}{D},\qquad 1-f=\frac{c_nn_1+c_pp}{D},\qquad D=c_n(n+n_1)+c_p(p+p_1). \tag{9}$$

The numerator of $f$ contains the two processes that fill a trap, and that of $1-f$ the two that empty it. Insert both into $R_n$:

$$U=\frac{N_tc_n}{D}\left[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\right]=\frac{N_tc_nc_p(np-n_1p_1)}{D}. \tag{10}$$

The terms $c_nnn_1$ cancel: an electron captured and then re-emitted is no recombination. Dividing numerator and denominator by $N_tc_nc_p$ and using (7),

$$U=\frac{np-n_i^2}{\tau_{p0}(n+n_1)+\tau_{n0}(p+p_1)}. \tag{11}$$

The hole time $\tau_{p0}$ multiplies the electron densities, as in (1). The rate is positive for $np>n_i^2$ and zero in equilibrium. If a field sweeps out the carriers, so that $n$ and $p$ are negligible, $U=-n_i^2/(\tau_{p0}n_1+\tau_{n0}p_1)$ and the traps generate pairs.

## When is there one lifetime?

Write $n=n_0+\Delta n$ and $p=p_0+\Delta p$. Light creates carriers in pairs, but the traps can store some of the charge. Neutrality requires

$$\Delta p=\Delta n+N_t(f-f_0), \tag{12}$$

whether the trap is a donor or an acceptor, because only the change of its charge enters. To find $f-f_0$, let $D_0$ be the dark value of $D$. Then $D=D_0+c_n\Delta n+c_p\Delta p$ and $f_0D_0=c_nn_0+c_pp_1$. Subtracting $f_0D$ from $fD=c_nn+c_pp_1$,

$$(f-f_0)D=c_n\Delta n-f_0(c_n\Delta n+c_p\Delta p)=c_n(1-f_0)\Delta n-c_pf_0\Delta p. \tag{13}$$

For small signals $D\to D_0$, and (12) becomes

$$\frac{\Delta p}{\Delta n}=\frac{1+N_tc_n(1-f_0)/D_0}{1+N_tc_pf_0/D_0}. \tag{14}$$

When this ratio is not close to one, $\Delta n/U$ and $\Delta p/U$ are two different lifetimes. At strong excitation the difference fades, because $|f-f_0|<1$ and so $|\Delta p-\Delta n|<N_t\ll\Delta n$. From here on we take $\Delta p=\Delta n$. Then

$$np-n_i^2=(n_0+\Delta n)(p_0+\Delta n)-n_0p_0=\Delta n\,(n_0+p_0+\Delta n), \tag{15}$$

and dividing $\Delta n$ by (11) gives the Shockley-Read-Hall lifetime

$$\tau=\frac{\tau_{p0}(n_0+n_1+\Delta n)+\tau_{n0}(p_0+p_1+\Delta n)}{n_0+p_0+\Delta n}. \tag{16}$$

## The two limits

For $\Delta n\to0$,

$$\tau_L=\frac{\tau_{p0}(n_0+n_1)+\tau_{n0}(p_0+p_1)}{n_0+p_0}. \tag{17}$$

For $\Delta n\to\infty$ the terms in $\Delta n$ dominate above and below:

$$\tau_H=\tau_{n0}+\tau_{p0}. \tag{18}$$

The high limit contains neither the doping nor the trap level, because the capture of excess carriers outpaces both emission and the capture of dark carriers. From (9), the occupancy then tends to $c_n/(c_n+c_p)$.

In p-type material with $n_0\ll p_0$, (17) becomes

$$\tau_L\simeq\tau_{n0}\left(1+\frac{p_1}{p_0}\right)+\tau_{p0}\frac{n_0+n_1}{p_0}. \tag{19}$$

It reduces to the minority capture time $\tau_{n0}$ if $p_1\ll p_0$ and $\tau_{p0}(n_0+n_1)\ll\tau_{n0}p_0$. The first factor has a direct meaning. By (4) and (6), $f_0/(1-f_0)=p_1/p_0$, so $1-f_0=p_0/(p_0+p_1)$. Electrons can be captured only by the empty traps, and the first term of (19) is $\tau_{n0}/(1-f_0)$. In n-type material the roles are exchanged, and the first term becomes $\tau_{p0}(1+n_1/n_0)$.

Between the limits, put $M=n_0+p_0$. The numerator of (16) is $\tau_LM+\tau_H\Delta n$, so

$$\tau=\frac{\tau_LM+\tau_H\Delta n}{M+\Delta n}=\tau_H+(\tau_L-\tau_H)\frac{M}{M+\Delta n}. \tag{20}$$

This is a weighted mean of the two limits. It varies monotonically with injection and is a straight line when plotted against $M/(M+\Delta n)$. Its direction follows from

$$\tau_L-\tau_H=\frac{\tau_{p0}(n_1-p_0)+\tau_{n0}(p_1-n_0)}{n_0+p_0}. \tag{21}$$

The lifetime rises with injection if this is negative and falls if it is positive. Equation (20) also tells how closely each limit is approached:

$$\frac{\tau}{\tau_L}-1=\left(\frac{\tau_H}{\tau_L}-1\right)\frac{\Delta n}{M+\Delta n},\qquad 1-\frac{\tau}{\tau_H}=\left(1-\frac{\tau_L}{\tau_H}\right)\frac{M}{M+\Delta n}. \tag{22}$$

If $\tau_H\gg\tau_L$, the low limit needs $\Delta n\ll M\tau_L/\tau_H$, which is stricter than $\Delta n\ll M$. If $\tau_L\gg\tau_H$, the high limit needs $\Delta n\gg M\tau_L/\tau_H$.

## Decay after a light pulse

Under steady uniform generation $G$, $U=G$ and $\tau=\Delta n/G$. After a pulse the occupancy changes in time, and $N_t\,df/dt=R_n-R_p$. Using (3) and (9), this is

$$\frac{df}{dt}=c_nn+c_pp_1-Df=-D\,(f-f_s), \tag{23}$$

where $f_s$ is the steady occupancy (9) for the momentary $n$ and $p$. The traps adjust in a time $1/D$. If this is much shorter than $\tau$, and trap charging is weak, then $-d\Delta n/dt=U$ to good approximation, and $-\Delta n/(d\Delta n/dt)$ is again (16). Splitting (20) into partial fractions,

$$dt=-\frac{\tau}{\Delta n}\,d\Delta n=-\left[\frac{\tau_L}{\Delta n}+\frac{\tau_H-\tau_L}{M+\Delta n}\right]d\Delta n, \tag{24}$$

and integration from the initial value $\Delta n_i$ gives

$$t=\tau_L\ln\frac{\Delta n_i}{\Delta n}+(\tau_H-\tau_L)\ln\frac{M+\Delta n_i}{M+\Delta n}. \tag{25}$$

When $\Delta n_i\ll M$ the second logarithm is negligible, provided $\tau_H$ does not greatly exceed $\tau_L$, and the decay is exponential with $\tau_L$. While $\Delta n\gg M$ the two logarithms are nearly equal and the time constant is $\tau_H$, provided $\tau_L$ does not greatly exceed $\tau_H$; otherwise the stricter condition $\Delta n\gg M\tau_L/\tau_H$ applies.

## A contaminated silicon wafer

Take p-type silicon at 300 K with $p_0=10^{15}$ cm⁻³ and $N_t=10^{12}$ cm⁻³. The trap lies 0.30 eV above the valence band, with $c_n=2\times10^{-7}$ and $c_p=5\times10^{-8}$ cm³/s. These are round model values, not those of an identified impurity. They give

$$\tau_{n0}=\frac{1}{(2\times10^{-7})(10^{12})}\ \text{s}=5\ \mu\text{s},\qquad \tau_{p0}=\frac{1}{(5\times10^{-8})(10^{12})}\ \text{s}=20\ \mu\text{s}.$$

With $N_v=3.10\times10^{19}$ cm⁻³ and $kT=25.85$ meV, (6) gives $p_1=2.82\times10^{14}$ cm⁻³. Both $n_0$ and $n_1$ are below $10^6$ cm⁻³ and drop out of (19). The limits are

$$\tau_L=5\,(1+0.282)\ \mu\text{s}=6.41\ \mu\text{s},\qquad \tau_H=5+20=25\ \mu\text{s}.$$

In the dark 22% of the traps are filled and cannot take an electron, which is why $\tau_L$ exceeds $\tau_{n0}$ by 28%. At $\Delta n=10^{15}$ cm⁻³ the two limits have equal weight in (20), and $\tau=(6.41+25)/2=15.7$ μs.

By (22), $\tau$ stays within 5% of $\tau_L$ only below $\Delta n=1.8\times10^{13}$ cm⁻³, less than 2% of the doping. At a tenth of the doping it is already 26% above $\tau_L$. It comes within 5% of $\tau_H$ above $1.4\times10^{16}$ cm⁻³, about 14 times the doping.

Other cases, with the capture coefficients and trap density held fixed, show the role of emission. A level at 0.50 eV gives $\tau_L=5.00$ μs, the bare capture time. A level at 0.20 eV gives $\tau_L=72.6$ μs, so the lifetime falls with injection towards 25 μs. By (21), with $n_0$ and $n_1$ negligible, this reversal needs $p_1>(\tau_{p0}/\tau_{n0})p_0=4p_0$. The original level in n-type silicon with $10^{15}$ electrons per cm³ gives $\tau_L=20+5(0.282)=21.4$ μs.

Trap charging is weak here: (14) gives $\Delta p/\Delta n=1.002$. With $N_t=10^{15}$ cm⁻³ at the same $p_0$ the ratio is 2.93, and a single lifetime no longer describes low injection. The traps adjust in 16 ns in the dark, far less than $\tau_L$. A numerical decay from $\Delta n=10^{17}$ cm⁻³, in which the occupancy was free to lag and to store charge, agreed with (16) to within 0.024% for $\Delta n$ between $10^{12}$ and $5\times10^{16}$ cm⁻³.

## The model beside a real wafer

The doping is ordinary for silicon wafers, while lifetimes of a few microseconds belong to contaminated material; clean wafers can reach milliseconds. Real capture coefficients vary by orders of magnitude between impurities. A real wafer also has other recombination paths, whose rates add:

$$\frac{1}{\tau_{\rm tot}}=\frac1\tau+C(p_0+\Delta n)^2+B(p_0+\Delta n)+\frac{1}{\tau_s}. \tag{26}$$

Rough values are $C=1.5\times10^{-30}$ cm⁶/s for Auger and $B=5\times10^{-15}$ cm³/s for radiative recombination. For a wafer of thickness $W=200$ μm whose two faces each recombine carriers at speed $S=10$ cm/s, a nearly uniform excess obeys $W\Delta n/\tau_s=2S\Delta n$. Hence $\tau_s\simeq W/2S=1$ ms.

These paths lower the lifetime by 0.6% at $\Delta n=10^{12}$ cm⁻³ and by 6% at $3\times10^{16}$ cm⁻³, where it is 22.9 μs. At $10^{17}$ cm⁻³ it has dropped to 17.5 μs, although (16) alone gives 24.8 μs. The Auger rate reaches a tenth of $1/\tau_H$ at $5.1\times10^{16}$ cm⁻³, so the total lifetime shows no flat plateau at $\tau_H$, only a rounded maximum somewhat below it. For longer $\tau_H$ this Auger bound moves to lower injection, and still less of the high limit can be seen. Degeneracy is harmless here: it changes the electron density at $3\times10^{16}$ cm⁻³ by 0.04%.

Temperature acts strongly on the low limit here, because $p_1$ is comparable with $p_0$; for a level far enough from both bands that $p_1\ll p_0$ and $\tau_{p0}(n_0+n_1)\ll\tau_{n0}p_0$ at both temperatures, this effect is small. The first condition alone is not enough. A level 0.30 eV below the conduction band has $p_1\ll p_0$, yet the $n_1$ term of (19) raises its $\tau_L$ from 10.2 μs at 300 K to 39.5 μs at 350 K. At 350 K, with the gap, the trap level and the capture coefficients held fixed, $p_1$ rises to $1.87\times10^{15}$ cm⁻³ and $\tau_L$ to $5(1+1.87)=14.3$ μs, more than twice its value at 300 K. The high limit stays at 25 μs in this estimate because the capture coefficients were held fixed; in a real wafer they may change with temperature and move both limits. The values used here are collected in the numerical output below.

## Calculated quantities

```
temperature 300 K, kT = 25.85 meV, gap = 1.12 eV
density-of-states masses: electron 1.09, hole 1.15 m_e
band densities Nc = 2.856e+19, Nv = 3.095e+19 cm^-3
trap level above valence band = 0.30 eV
p0 = 1.0e+15, n0 = 1.353e+05, ni = 1.163e+10 cm^-3
Nt = 1.0e+12 cm^-3, cn = 2.0e-07, cp = 5.0e-08 cm^3/s
n1 = 4.790e+05, p1 = 2.824e+14 cm^-3, p1/p0 = 0.282
electron emission rate cn*n1 = 9.580e-02 s^-1
hole emission rate cp*p1 = 1.412e+07 s^-1
dark trap occupancy f0 = 0.2202
tau_n0 = 5.00 us, tau_p0 = 20.00 us
low-injection lifetime = 6.412 us
high-injection lifetime = 25.000 us
excess cm^-3 | occupancy | SRH us | with Auger, radiative, surface us
1e+12 | 0.2225 | 6.430 | 6.389
1e+13 | 0.2420 | 6.596 | 6.553
1e+14 | 0.3828 | 8.102 | 8.036
1e+15 | 0.6816 | 15.706 | 15.460
1e+16 | 0.7855 | 23.310 | 22.658
3e+16 | 0.7951 | 24.400 | 22.947
1e+17 | 0.7985 | 24.816 | 17.513
low limit within 5% below excess = 1.755e+13 cm^-3
high limit within 5% above excess = 1.387e+16 cm^-3
error of low limit at excess p0/10: lifetime higher by 26.4 %
p-type, level 0.20 eV: low 72.563 us, high 25.000 us
p-type, level 0.50 eV: low 5.003 us, high 25.000 us
n-type, level 0.30 eV: low 21.412 us, high 25.000 us
small-signal dp/dn: 1.00226 at Nt = 1e12 cm^-3, 2.929 at Nt = 1e15 cm^-3
trap adjustment time in the dark = 15.60 ns
largest transient deviation from formula = 0.024 %
emission ratio to simple law, Fermi level 3 kT inside band = 0.223
rough Auger coefficient = 1.5e-30 cm^6/s, radiative = 5.0e-15 cm^3/s
wafer thickness = 200 um, surface speed = 10 cm/s, diffusivity = 20 cm^2/s
surface lifetime = 1001.7 us
Auger rate reaches 10% of high-limit SRH rate at excess = 5.064e+16 cm^-3
degeneracy correction to density at 3e16 cm^-3 = 0.037 %
at 350 K: p1 = 1.867e+15 cm^-3, low-injection lifetime = 14.337 us
```
